# Polarisation of a crystal: defined modulo a quantum, changed by measurable amounts, part 1

(Sections cited here and not found follow in the second part.)

## Formal polarisation and the charge carried along a path

Let a crystal have lattice vectors $\mathbf R$, reciprocal lattice vectors $\mathbf G$ and a primitive cell of volume $\Omega$. The elementary charge is $e>0$, so an electron carries $-e$. Cores of charge $Z_s e$ sit at positions $\mathbf r_s$, one representative of each per cell. The electrons are treated as independent particles in a lattice-periodic potential, and each of the $N$ lowest bands holds two electrons of opposite spin. Neutrality requires $\sum_s Z_s=2N$. Bloch states are written $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, where $u_{n\mathbf k}$ has the period of the lattice, is normalised over one cell, and is an eigenstate of $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ with energy $E_{n\mathbf k}$. An average over the Brillouin zone is denoted

$$
\langle f\rangle=\frac{\Omega}{(2\pi)^3}\int_{\rm BZ}d^3k\,f(\mathbf k).
$$

The Berry connection of a band and its zone average are

$$
\mathbf A_n=i\langle u_{n\mathbf k}|\nabla_{\mathbf k}u_{n\mathbf k}\rangle,
\qquad \bar{\mathbf r}_n=\langle\mathbf A_n\rangle ,
$$

and the formal polarisation is

$$
\mathbf P=\frac{e}{\Omega}\Big(\sum_s Z_s\mathbf r_s-2\sum_{n=1}^{N}\bar{\mathbf r}_n\Big).
$$

Four conditions are assumed. A gap separates filled from empty states at every $\mathbf k$; the macroscopic electric field is zero; the lattice vectors are held fixed while atoms move; and the phases of the filled states can be chosen smooth in $\mathbf k$ with $\psi_{n,\mathbf k+\mathbf G}=\psi_{n\mathbf k}$, that is, $u_{n,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}$. This is called a periodic gauge. It cannot exist if the flux of $\nabla_{\mathbf k}\times\mathbf A$ through a closed section of the zone is nonzero, since for a smooth periodic $\mathbf A$ the boundary contributions cancel in pairs. The Chern indices, which count this flux, must therefore vanish. If filled bands touch one another, individual bands are replaced by a smooth set of orbitals spanning the same filled space, and $\sum_n\mathbf A_n$ is the trace over that set.

A definition through the charge density alone does not work. Along one axis, with period $c$ and periodic density $\rho(z)$, the dipole of a cell that begins at $z_0$ is $d(z_0)=\int_{z_0}^{z_0+c}z\rho\,dz$. Differentiating the two limits gives

$$
\frac{dd}{dz_0}=(z_0+c)\rho(z_0+c)-z_0\rho(z_0)=c\,\rho(z_0).
$$

The dipole varies continuously with the cut wherever the density is nonzero. The periodic density does not say which charge belongs to which cell.

The vector $\bar{\mathbf r}_n$ does have a meaning as a position. Form the localised Wannier function

$$
W_n(\mathbf r)=\frac{\Omega}{(2\pi)^3}\int_{\rm BZ}d^3k\,e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r).
$$

Since $\mathbf r\,e^{i\mathbf k\cdot\mathbf r}=-i\nabla_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$, an integration by parts gives

$$
\mathbf r\,W_n=\frac{\Omega}{(2\pi)^3}\int_{\rm BZ}d^3k\,e^{i\mathbf k\cdot\mathbf r}\,i\nabla_{\mathbf k}u_{n\mathbf k}.
$$

The boundary term vanishes because $\psi_{n\mathbf k}$ is periodic in $\mathbf k$. Bloch functions of different $\mathbf k$ are orthogonal, and their overlap over all space is $(2\pi)^3\delta(\mathbf k-\mathbf k')/\Omega$ times the overlap over one cell. Hence $\langle W_n|\mathbf r|W_n\rangle=\langle\mathbf A_n\rangle=\bar{\mathbf r}_n$. The formal polarisation is the dipole per volume of point cores and of electron pairs placed at the Wannier centres.

The choice of phase leaves an ambiguity. Replace $u_{n\mathbf k}$ by $e^{-i\varphi(\mathbf k)}u_{n\mathbf k}$. The derivative acts on the new factor and gives $\mathbf A_n\to\mathbf A_n+\nabla_{\mathbf k}\varphi$. For the gauge to remain periodic, $\varphi(\mathbf k+\mathbf G)-\varphi(\mathbf k)$ must be a multiple of $2\pi$, so $\varphi=\mathbf k\cdot\mathbf R$ plus a periodic function. The gradient of the periodic part averages to zero, and the centre moves by $\mathbf R$. For several bands mixed by a unitary matrix $U(\mathbf k)$, the trace of the connection changes by

$$
i\,{\rm tr}\,(U^\dagger\nabla_{\mathbf k}U)=i\nabla_{\mathbf k}\ln\det U .
$$

The determinant is a phase factor $e^{-i\varphi}$, so the same argument shows that $\sum_n\bar{\mathbf r}_n$ is defined up to a lattice vector. The electronic part of $\mathbf P$ is thus defined modulo $2e\mathbf R/\Omega$.

The cores add their own freedom. Choosing as representative of core $s$ its copy displaced by $\mathbf R$ changes $\mathbf P$ by $Z_se\mathbf R/\Omega$. If some $Z_s$ is odd, the combined steps generate every $e\mathbf R/\Omega$. If all are even, steps of $2e\mathbf R/\Omega$ suffice for this paired system. In both cases $\mathbf P$ is fixed modulo $e\mathbf R/\Omega$.

Changes of $\mathbf P$ are tied to a current, which has no such freedom. Let a parameter $\lambda(t)$ move the atoms while the potential keeps its lattice period, so that $\mathbf k$ is conserved. Write $|n\rangle$ for $u_{n\mathbf k}$ at the present value of $\lambda$, with its phase chosen so that $\langle n|\partial_t n\rangle=0$. The evolving state is

$$
|\psi(t)\rangle=e^{-\frac{i}{\hbar}\int E_n dt}\big(|n\rangle+|\delta\rangle\big),
$$

where $|\delta\rangle$ is of first order in $\dot\lambda$. Insert this into $i\hbar\,\partial_t|\psi\rangle=H_{\mathbf k}|\psi\rangle$. The terms $E_n|n\rangle$ cancel, and $i\hbar|\partial_t\delta\rangle$ is of second order in slowness and is dropped. What remains is

$$
i\hbar\dot\lambda\,|\partial_\lambda n\rangle=(H_{\mathbf k}-E_n)|\delta\rangle .
$$

Projection on another eigenstate $|m\rangle$ gives $\delta_m=i\hbar\dot\lambda\langle m|\partial_\lambda n\rangle/(E_m-E_n)$. The overlap follows from the derivative of $H_{\mathbf k}|n\rangle=E_n|n\rangle$, projected on $|m\rangle$:

$$
\langle m|\partial_\lambda H|n\rangle+E_m\langle m|\partial_\lambda n\rangle=E_n\langle m|\partial_\lambda n\rangle .
$$

Therefore

$$
\delta_m=-i\hbar\dot\lambda\,\frac{\langle m|\partial_\lambda H|n\rangle}{(E_m-E_n)^2}.
$$

The admixture is small when the motion is slow on the scale of $\hbar$ divided by the gap.

The velocity operator acting on the periodic parts is $\nabla_{\mathbf k}H/\hbar$. Its zeroth-order expectation value is $\nabla_{\mathbf k}E_n/\hbar$, which averages to zero over the zone because $E_n$ is periodic. The first-order part is

$$
2\,{\rm Re}\sum_{m\ne n}\frac{\langle n|\nabla_{\mathbf k}H|m\rangle}{\hbar}\,\delta_m
=2\dot\lambda\,{\rm Im}\sum_{m\neq n}\frac{\langle n|\nabla_{\mathbf k}H|m\rangle\langle m|\partial_\lambda H|n\rangle}{(E_m-E_n)^2},
$$

where ${\rm Re}(-iX)={\rm Im}\,X$ was used. Call the factor multiplying $\dot\lambda$ on the right $\mathbf F_n$. The electrons drift by $\langle\mathbf F_n\rangle$ per unit of $\lambda$. Each phase factor of a state occurs together with its conjugate, so $\mathbf F_n$ does not depend on the gauge. When several bands are filled, exchanging two filled states $n$ and $m$ turns the product of matrix elements into its complex conjugate. The imaginary parts cancel in the sum, and transitions between filled and empty states remain.

The drift is next identified with the change of the Wannier centre. The relation for $\partial_\lambda$ holds equally for $\nabla_{\mathbf k}$, and with its conjugate it gives

$$
\langle n|\nabla_{\mathbf k}H|m\rangle=(E_n-E_m)\langle\nabla_{\mathbf k}n|m\rangle,\quad
\langle m|\partial_\lambda H|n\rangle=(E_n-E_m)\langle m|\partial_\lambda n\rangle .
$$

The energy denominators cancel, and $\sum_{m\neq n}|m\rangle\langle m|=1-|n\rangle\langle n|$. The subtracted term is the product of $\langle\nabla_{\mathbf k}n|n\rangle$ and $\langle n|\partial_\lambda n\rangle$. Both are imaginary because $\langle n|n\rangle=1$, so their product is real and drops out. Hence $\mathbf F_n=2\,{\rm Im}\langle\nabla_{\mathbf k}n|\partial_\lambda n\rangle$.

With $A_{n\lambda}=i\langle u_n|\partial_\lambda u_n\rangle$, direct differentiation gives

$$
\partial_\lambda\mathbf A_n-\nabla_{\mathbf k}A_{n\lambda}
=i\big(\langle\partial_\lambda u_n|\nabla_{\mathbf k}u_n\rangle-\langle\nabla_{\mathbf k}u_n|\partial_\lambda u_n\rangle\big)=\mathbf F_n ,
$$

since the mixed second derivatives cancel. In a periodic gauge $A_{n\lambda}$ is periodic in $\mathbf k$, because the factor $e^{-i\mathbf G\cdot\mathbf r}$ does not depend on $\lambda$ in a fixed lattice. The average of its gradient vanishes, and

$$
\frac{d\bar{\mathbf r}_n}{d\lambda}=\langle\mathbf F_n\rangle .
$$

The electronic current density is $-2e\sum_n\int d^3k/(2\pi)^3$ of the velocity, or $-(2e/\Omega)\sum_n\langle\mathbf F_n\rangle\dot\lambda$. Adding the moving cores gives $\mathbf J=d\mathbf P/dt$. Integration over the motion gives

$$
\Delta\mathbf P=\int\mathbf J\,dt=\frac{e}{\Omega}\Big(\sum_sZ_s\Delta\mathbf r_s-2\sum_n\int\langle\mathbf F_n\rangle d\lambda\Big).
$$

For a given slow insulating path this is a single number per direction. It is the charge that crosses a unit area, and the ambiguity of $\mathbf P$ cancels when the phases are followed continuously.

The end points alone carry less information. Consider a closed path on which the Hamiltonian returns to its initial form. The continuously followed filled states span their initial space again, but they may return in another periodic gauge. By the argument for $\det U$, the sum of the centres has then moved by some lattice vector $\mathbf R_{\rm el}$. If one sublattice of cores has meanwhile moved by $\mathbf R$,

$$
\Delta\mathbf P=\frac{e}{\Omega}\big(Z_s\mathbf R-2\mathbf R_{\rm el}\big).
$$

If $N_s$ electrons travel with each of these cores, the result is $(Z_s-N_s)e\mathbf R/\Omega$, the net charge of the moving ion times its displacement per volume. Two paths with common ends form a closed path when one of them is run backwards. Their values of $\Delta\mathbf P$ therefore differ by a member of the set $e\mathbf R/\Omega$. A continuous deformation of the path cannot change this integer vector while the gap stays open. At a gap closing the denominators in $\mathbf F_n$ vanish and the protection is lost.

Inversion symmetry restricts the formal values. Inversion sends $\mathbf P$ to $-\mathbf P$, and in a crystal with this symmetry both must describe the same state modulo the quantum. So $2\mathbf P=e\mathbf R/\Omega$ for some $\mathbf R$, and each component of $\mathbf P$ along a primitive vector is zero or one half of a quantum. A non-polar crystal can have a nonzero formal polarisation.

The vector law was examined numerically in a hexagonal crystal with in-plane constant 0.32 nm and height 0.26 nm, with Gaussian wells of strength 3 eV and 25 eV and width 0.08 nm. The strength is the Fourier amplitude of a well at zero wave vector. The deeper well was carried through one lattice vector with components $(1,0,1)$, and $\langle\mathbf F\rangle$ of the lowest band was integrated along the way. The electrons moved by $(0.990,0.005,0.999)$ lattice units. The integer result holds for an open gap, a complete basis and a continuous integral; the gap above the lowest band is about 11 eV or more at five positions sampled along this path. Here there were 125 plane waves, six $\mathbf k$ points per direction and eight positions of the well, and the deviation of about 0.01 was not divided among these sources. The wells were made wide to suit the small basis: for the deeper well alone, at the wave vector with reciprocal components $(1/2,-1/4,0)$, the lowest state has a weight of $4\times10^{-4}$ on the plane waves with the largest first index, against $7\times10^{-3}$ for a well of 5 eV and 0.04 nm.

The formal polarisation is fixed modulo $e\mathbf R/\Omega$, and its change along a slow insulating path in a fixed lattice is the charge carried across a unit area. It remains to apply this to a polar stack, its reversal and its interfaces.

All numerical values are calculated from the stated model.
